# Fluorine actinometry and the conditions for a proportional line ratio

## When one calibration constant is enough

A set of spectra taken while discharge power or pressure is varied can be converted to fluorine densities in two ways. One may multiply every fluorine-to-argon line ratio by the same constant, or calculate a new conversion factor for each operating point. The choice depends on whether the line ratio is proportional to the density ratio throughout the scan. The excited-state balances give the factor between the two and show what can make it vary.

Consider the atomic fluorine line near 704 nm and the argon line near 750 nm. Let $n_F$ and $n_{Ar}$ be the ground-state densities, and let $n_M$ be the density of fluorine-bearing molecules. Argon is a minor additive of known density, the actinometer. The signals $I_F$ and $I_{Ar}$ are photon counts corrected for detector response, and

$$R=\frac{I_F}{I_{Ar}}. \tag{1}$$

If the signals measure power instead, each photon carries an energy inversely proportional to its wavelength, which multiplies $R$ by a constant. The plasma is first taken as uniform and optically thin, and the two lines as free of overlap with other emission.

## The corona balance

In the corona regime, electron impact on ground-state atoms fills the upper level, and spontaneous emission is its main loss. For species $X=F,Ar$, let $n_X^*$ be the upper-level density, $\tau_X$ its radiative lifetime, $n_e$ the electron density and $k_X$ the excitation coefficient. A small collisional loss is retained:

$$\frac{dn_X^*}{dt}=n_e k_X n_X-n_X^*\left(\frac1{\tau_X}+L_X\right),\qquad L_X=q_Xn_g+xn_e. \tag{2}$$

Here $n_g$ is the total gas density, $q_X$ an effective quenching coefficient for the mixture, and $x$ the coefficient for electron-induced loss. Recombination and excitation transfer into the level are neglected. In steady state the derivative vanishes. Multiplying numerator and denominator by $\tau_X$ gives

$$n_X^*=\frac{n_e k_Xn_X}{1/\tau_X+L_X}=\tau_XQ_X\,n_e k_Xn_X,\qquad Q_X=\frac1{1+\tau_XL_X}. \tag{3}$$

The factor $Q_X$ is the probability that an excited atom radiates before a collision removes it. A fraction $b_X$ of the radiative decays goes into the observed line, so the line's decay rate is $b_X/\tau_X$. The photon emission rate per unit volume is therefore

$$\epsilon_X=\frac{b_X}{\tau_X}n_X^*=b_XQ_X\,n_e k_Xn_X. \tag{4}$$

The lifetime has cancelled except inside $Q_X$: a longer-lived level holds more atoms, but each radiates more slowly. Dividing the two rates removes $n_e$ as well:

$$R_0=K\frac{n_F}{n_{Ar}},\qquad K=\frac{b_FQ_Fk_F}{b_{Ar}Q_{Ar}k_{Ar}}. \tag{5}$$

This is the elementary actinometric relation. It becomes a proportionality across a scan if $K$ stays constant and no other source of emission matters.

### Cascades

Suppose a higher fluorine level $c$ is excited from the ground state with coefficient $k_c$, and a fraction $a$ of its radiative decays feeds the observed upper level. With lifetime $\tau_c$ and collisional loss $L_c$, the steady density is $n_c=n_ek_cn_F/(1/\tau_c+L_c)$. It feeds the observed level at the rate

$$\frac{a}{\tau_c}n_c=\beta\,n_ek_cn_F,\qquad \beta=\frac{a}{1+\tau_cL_c}. \tag{6}$$

Adding this to the direct source replaces $k_F$ by $k_F+\beta k_c$. Emission remains linear in $n_F$, so a cascade does not by itself spoil proportionality. It changes $K$ and its dependence on electron energy. In a separate numerical case, under the conditions of the worked example below with a cascading level at 16 eV, half the direct cross-section height, $\tau_c=50$ ns, $a=0.6$ and $L_c=L_F$, the apparent coefficient was 1.196 times the direct one. An emission cross section measured with cascades included already contains this contribution, provided that quenching of the cascading level is the same in both situations.

### A periodically driven discharge

In a radio-frequency discharge the excitation rate may vary within each cycle. Let $n_X$ and $L_X$ be constant over one cycle, and let angle brackets denote a cycle average. Once the response is periodic, $\langle dn_X^*/dt\rangle=0$, because $n_X^*$ returns to its initial value. Averaging equation (2) gives

$$\langle n_X^*\rangle=\tau_XQ_Xn_X\langle n_ek_X\rangle,\qquad \frac{k_F}{k_{Ar}}\longrightarrow\frac{\langle n_ek_F\rangle}{\langle n_ek_{Ar}\rangle}. \tag{7}$$

The upper level need not follow the modulation. For constant $n_e$ and an electron temperature of $3\pm0.6$ eV modulated at 13.56 MHz, integration of the time-dependent balances gives an effective coefficient ratio of 1.337, against 1.297 at a steady 3 eV. More excitation takes place in the hot part of the cycle, so that part counts more heavily in the average, even though much of the resulting light is emitted later. The modulation is imposed for illustration. It requires the temperature to change at up to $0.6\times2\pi\times13.56\times10^6\approx5\times10^7$ eV/s, faster than collisions generally cool the bulk electrons at a few pascal, so a whole Maxwellian is not expected to swing this far at such pressures. Equation (7) itself holds for any periodic excitation rate.

## Two additional sources of light

### Dissociative excitation

An electron can break a molecule and leave the fluorine fragment in the observed upper level. With coefficient $k_{de}$, the total source for that level is

$$n_e(k_Fn_F+k_{de}n_M)=n_ek_Fn_F(1+\delta_F),\qquad \delta_F=\frac{k_{de}n_M}{k_Fn_F}. \tag{8}$$

This light records the presence of molecules, not of free fluorine atoms.

### Excitation through argon metastables

Let $n_m$ be the density of argon metastables, formed from the ground state with coefficient $k_{gm}$. They are lost at frequency $\nu$ to walls and heavy particles, with coefficient $k_{mu}$ by excitation to the observed upper level, and with coefficient $k_l$ by other electron collisions. Their steady balance is

$$n_ek_{gm}n_{Ar}=n_m\left[\nu+n_e(k_l+k_{mu})\right]. \tag{9}$$

Metastables add $n_ek_{mu}n_m$ to the upper-level source. Dividing by the direct source $n_ek_{Ar}n_{Ar}$ and inserting $n_m$ from (9) gives

$$\delta_{Ar}=\frac{k_{mu}n_m}{k_{Ar}n_{Ar}}=\frac{k_{mu}k_{gm}n_e}{k_{Ar}\left[\nu+n_e(k_l+k_{mu})\right]}. \tag{10}$$

At fixed $\nu$ this does not depend on $n_{Ar}$: both sources of argon light are proportional to argon density. It does depend on $n_e$. At low electron density it grows linearly, while at high electron density it tends to $k_{mu}k_{gm}/[k_{Ar}(k_l+k_{mu})]$. Stepwise excitation through other argon levels is left out.

Both additional sources feed the same upper levels as direct excitation, so the factors $b_X$ and $Q_X$ are unchanged. Multiplying the two emission rates by $1+\delta_F$ and $1+\delta_{Ar}$ gives

$$R=K\frac{n_F}{n_{Ar}}\frac{1+\delta_F}{1+\delta_{Ar}}. \tag{11}$$

Thus $R\propto n_F/n_{Ar}$ over a set of operating conditions when the whole prefactor $K(1+\delta_F)/(1+\delta_{Ar})$ is constant there. Small corrections suffice for approximate proportionality if $K$ is also steady. Corrections that are large but constant alter the calibration constant without spoiling the proportionality.

### The limit of weak dissociation

The molecular contribution is easier to see after defining $\gamma=k_{de}/k_F$. Since $n_F(1+\delta_F)=n_F+\gamma n_M$, equation (11) becomes

$$R=\frac{K}{1+\delta_{Ar}}\frac{n_F+\gamma n_M}{n_{Ar}}. \tag{12}$$

At fixed $n_M$, $n_{Ar}$ and plasma conditions, a plot of $R$ against $n_F$ is a straight line with a nonzero intercept. Its logarithmic slope is

$$\frac{\partial\ln R}{\partial\ln n_F}=\frac{n_F}{n_F+\gamma n_M}=\frac1{1+\delta_F}. \tag{13}$$

As $n_F$ tends to zero the ratio approaches a molecular background and ceases to measure atomic fluorine. If $\gamma$ and $n_M$ are known, solving (12) for $n_F$ removes this background:

$$n_F=\frac{n_{Ar}R(1+\delta_{Ar})}{K}-\gamma n_M. \tag{14}$$

When the two terms on the right are nearly equal, small errors in either produce a large relative error in their difference.

## How electron energy enters $K$

Let $f(E)$ be the normalized electron energy distribution, $v(E)$ the electron speed, and $\sigma_X(E)$ the excitation cross section. Then $k_X=\int\sigma_Xvf\,dE$. The fluorine threshold $E_F$ lies above the argon threshold $E_{Ar}$, so every electron able to excite the fluorine level can also excite the argon level. We may therefore multiply and divide the fluorine integrand by $\sigma_{Ar}$:

$$\frac{k_F}{k_{Ar}}=\int_{E_{Ar}}^\infty w(E)\frac{\sigma_F(E)}{\sigma_{Ar}(E)}dE,\qquad w=\frac{\sigma_{Ar}vf}{\int\sigma_{Ar}vf\,dE}. \tag{15}$$

The coefficient ratio is an average of the cross-section ratio over argon-exciting collisions. If it is to equal a constant $C$ for every distribution, it must do so for a distribution confined to a narrow band around any energy $E$. This requires $\sigma_F(E)=C\sigma_{Ar}(E)$. A band between the two thresholds excites argon but not fluorine, which would force $C=0$. Hence no nonzero coefficient ratio can be independent of every electron distribution. Actinometry relies on a limited range of distribution shapes, not on a universal constant.

### Maxwellian electrons

Write the electron temperature $T$ in eV, with $e$ the elementary charge and $m$ the electron mass. Then

$$f=\frac{2\sqrt E}{\sqrt\pi\,T^{3/2}}e^{-E/T},\qquad v=\sqrt{\frac{2eE}{m}}.$$

The two square roots of $E$ multiply to $E$, and the constants combine as $2\sqrt{2e/(\pi m)}=\sqrt{8e/(\pi m)}$:

$$k_X=\sqrt{\frac{8e}{\pi m}}\,T^{-3/2}J_X,\qquad J_X=\int\sigma_XE e^{-E/T}dE. \tag{16}$$

Differentiating the exponential with respect to $T$ brings down $E/T^2$. Therefore

$$\frac{d\ln J_X}{d\ln T}=\frac{1}{T}\frac{\int\sigma_XE^2e^{-E/T}dE}{\int\sigma_XEe^{-E/T}dE}=\frac{\langle E\rangle_X}{T},$$

where $\langle E\rangle_X$ is the mean energy of electrons making exciting collisions. The prefactor $T^{-3/2}$ contributes $-3/2$ for both species and cancels on subtraction:

$$\frac{d\ln(k_F/k_{Ar})}{d\ln T}=\frac{\langle E\rangle_F-\langle E\rangle_{Ar}}{T}. \tag{17}$$

Close thresholds help, but what must match is the mean energy of the exciting electrons. That also depends on how each cross section falls at high energy.

A simple model with a threshold and a high-energy plateau is $\sigma_X=s_X(1-E_X/E)$ for $E>E_X$, and zero below. Then $\sigma_XE=s_X(E-E_X)$. Setting $u=E-E_X$,

$$J_X=s_Xe^{-E_X/T}\int_0^\infty ue^{-u/T}du=s_XT^2e^{-E_X/T}. \tag{18}$$

Substitution in (16), with $\Delta E=E_F-E_{Ar}$, yields

$$k_X=s_X\sqrt{\frac{8eT}{\pi m}}e^{-E_X/T},\qquad \frac{k_F}{k_{Ar}}=\frac{s_F}{s_{Ar}}e^{-\Delta E/T}. \tag{19}$$

The logarithmic sensitivity is now $\Delta E/T$. It becomes small when $T\gg\Delta E$, although real cross sections need not follow the plateau model in that limit.

### A depleted high-energy tail

Mean electron energy alone does not fix $K$. Put $g(E)=f(E)/\sqrt E$ and define a local tail temperature by $1/T_{loc}(E)=-g'(E)/g(E)$. For a Maxwellian, $T_{loc}=T$. Suppose instead that the tail steepens, so that $T_{loc}$ falls with energy.

For the plateau model, $k_X$ is proportional to $s_XG(E_X)$, where

$$G(E_0)=\int_{E_0}^\infty(E-E_0)g\,dE,\qquad N(E_0)=-G'(E_0)=\int_{E_0}^\infty g\,dE.$$

Above $E_0$, $g=-T_{loc}g'\le -T_{loc}(E_0)g'$. Integration gives $N(E_0)\le T_{loc}(E_0)g(E_0)$. This holds at every starting energy, so $N(E)\le T_{loc}(E_0)g(E)$ for $E\ge E_0$. Integrating again gives $G(E_0)\le T_{loc}(E_0)N(E_0)$, or $-G'/G\ge1/T_{loc}(E_0)$. Between the thresholds the right side is at least $1/T_{loc}(E_{Ar})$. A final integration from $E_{Ar}$ to $E_F$ gives

$$\frac{k_F}{k_{Ar}}\le\frac{s_F}{s_{Ar}}\exp\left[-\frac{\Delta E}{T_{loc}(E_{Ar})}\right]. \tag{20}$$

For plateau cross sections, a steepening tail therefore penalizes the higher threshold at least as strongly as a Maxwellian at temperature $T_{loc}(E_{Ar})$. The bound is not a comparison at equal mean energy, and it need not hold for cross sections of other shapes.

## Worked example

The example uses rough thresholds of 14.8 eV for fluorine and 13.5 eV for argon. Cross-section heights and collision coefficients are round model parameters, so the resulting $K$ is not a calibration for a real instrument. The gas is at 3 Pa and 400 K, with $n_e=10^{16}\ \mathrm{m^{-3}}$ and $T=3$ eV. Fluorine atoms make up 10% of the gas, argon 5% and fluorine-bearing molecules 80%; the true density ratio is 2.

With $s_F/s_{Ar}=2$, equation (19) gives

$$\frac{k_F}{k_{Ar}}=2e^{-1.3/3}=1.297.$$

The branching fractions are 0.8 and 1.0, and the survival probabilities are 0.98367 and 0.99440. Equation (5) gives

$$K=\frac{0.8}{1.0}\,\frac{0.98367}{0.99440}\,(1.297)=1.026.$$

The two corrections are $\delta_F=0.1511$ and $\delta_{Ar}=0.001288$. Hence

$$R=1.026\times2\times\frac{1.1511}{1.001288}=2.36.$$

Direct solution of the level balances gives the same ratio. Using (5) without corrections returns $R/K=2.30$, which is 15% above the true density ratio. The excess comes from molecular light; the metastables add argon light and so reduce it very slightly. The corresponding apparent fluorine density is $6.2\times10^{19}\ \mathrm{m^{-3}}$, against the true $5.4\times10^{19}\ \mathrm{m^{-3}}$.

Since $n_M/n_F=8$, $\gamma=0.1511/8=0.0189$. With 1% fluorine atoms and 90% molecules, $\delta_F=90\gamma=1.70$: most of the fluorine light then comes from dissociative excitation. To keep $\delta_F$ below 5% in this model at $T=3$ eV one needs $n_F/n_M>0.0189/0.05\approx0.38$. These figures follow from the chosen dissociative cross section, whose plateau is one tenth of $s_F$ and whose threshold lies 5 eV above $E_F$, so that $\gamma=0.1e^{-5/3}$. They are very sensitive to that choice: an extra threshold of 10 eV gives $\delta_F=0.029$ at the working point and 20 eV gives $0.001$. They do not indicate the size of the effect in a particular gas.

The metastable density is only $2.8\times10^{-6}$ of the argon ground-state density, but its contribution to the light is $1.3\times10^{-3}$, because excitation from the metastable level is much easier. Without molecular quenching of metastables, $\delta_{Ar}$ rises to 0.038. With quenching retained but $n_e=10^{18}\ \mathrm{m^{-3}}$, it is 0.039. A scan that removes molecular quenching, or raises the electron density to $10^{18}\ \mathrm{m^{-3}}$, can therefore shift the calibration by a few percent in this model. In the second case electron-induced loss also lowers $Q_F/Q_{Ar}$ by about 1%, and this part keeps growing at higher $n_e$.

### Changes in electron energy and pressure

Raising $T$ from 3 to 4 eV increases $K$ by 11.4%. If the 3 eV value of $K$ is retained and the additional light sources are negligible, the inferred density ratio rises by that amount with no change in composition. Uncorrected molecular light makes the rise larger in this model, because $\delta_F$ also increases with $T$. The linear estimate for a 5% change in $K$ is $\delta T=0.05T^2/\Delta E=0.35$ eV. The actual change for this rise is 4.6%, because the slope $dK/dT$, which the linear estimate holds constant, falls over this range.

The plateau model gives a logarithmic sensitivity of $1.3/3=0.433$. Another pair of model cross sections has the same thresholds, but both fall at high energy, argon's faster than fluorine's: the plateau forms are multiplied by $(E_F/E)^{1/2}$ and $(E_{Ar}/E)^2$. It gives 0.772. This is the effect of the mean exciting energies in (17).

Distribution shape can matter more. A Druyvesteyn distribution has $g\propto e^{-E^2/a^2}$, hence $T_{loc}=a^2/(2E)$. At the same mean energy as the 3 eV Maxwellian, its local temperature at the argon threshold is 1.37 eV. The bound (20) is 0.775, and the computed coefficient ratio is 0.636. The Maxwellian value is 1.297, so using it for this plasma would yield about half the true density ratio.

Pressure enters through quenching. In the model, $Q_F/Q_{Ar}$ falls to 0.907 at 30 Pa and 0.587 at 300 Pa. If gas quenching dominates completely, $Q_X\to1/(\tau_Xq_Xn_g)$, and the ratio tends to

$$\frac{Q_F}{Q_{Ar}}\to\frac{\tau_{Ar}q_{Ar}}{\tau_Fq_F}=\frac{20\times0.5}{30\times1.0}=\frac13.$$

Quenching is therefore harmless to proportionality at both extremes, at fixed gas composition, but with different constants. The region between them requires a pressure-dependent $K$. The high-pressure limit belongs to this balance; other collisional sources may enter before it is reached.

## From a line ratio to a local density

A spectrometer collects light along a line of sight. Let $r(z)=n_F/n_{Ar}$ at position $z$, and neglect $\delta_F$ and $\delta_{Ar}$. If $K$ is uniform, equation (5) gives $\epsilon_F=Kr\epsilon_{Ar}$ at each point, so

$$\frac RK=\frac{\int r\,\epsilon_{Ar}\,dz}{\int\epsilon_{Ar}\,dz}. \tag{21}$$

The measurement is an average weighted by argon emission. Take a slab $-1<z<1$, with $z$ in units of its half-width, argon emission proportional to $\cos(\pi z/2)$, and $r=2(1-0.3z^2)$. Integrating by parts twice gives a weighted mean of $z^2$ equal to $1-8/\pi^2=0.189$. Thus $R/K=2(1-0.3\times0.189)=1.886$, whereas the unweighted mean is 1.8. The bright centre counts more than the dim edge.

Finally, a constant $K$ gives $n_F/n_{Ar}$, not $n_F$. The actinometer density must be found from

$$n_{Ar}=\frac{y_{Ar}p}{k_BT_g}, \tag{22}$$

where $y_{Ar}$ is the argon mole fraction in the plasma, $p$ the pressure, $k_B$ Boltzmann's constant and $T_g$ the gas temperature. Heating at fixed pressure and composition lowers both densities while leaving their ratio unchanged. It also lowers $n_g$ and so raises $Q_F/Q_{Ar}$: from 400 to 800 K at fixed $T$ and $n_e$, by 0.5% at 3 Pa but 5% at 30 Pa in the model. Where dissociation increases the net number of gas-phase particles, it dilutes the argon relative to the feed gas at fixed pressure. If the prefactor in (11) stays constant through such changes, a single calibration constant gives a correct density ratio, while an absolute fluorine density still needs $T_g$ and $y_{Ar}$ at each operating point.

The numerical output below lists the model parameters and computed values.

## Table of computed values

```
Gas pressure = 3 Pa
Gas temperature = 400 K
Electron temperature = 3 eV
Electron density = 1e+16 m^-3
Total gas density = 5.432e+20 m^-3
Densities: F = 5.432e+19 m^-3
Densities: Ar = 2.716e+19 m^-3
Densities: F-bearing molecules = 4.346e+20 m^-3
Thresholds F, Ar, metastable = 14.8, 13.5, 11.5 eV
Extra dissociation energy = 5.0 eV
Plateaus F, Ar, dissociative = 2.0e-21, 1.0e-21, 2.0e-22 m^2
Plateaus to metastable, from it = 1.0e-21, 1.0e-20 m^2
Lifetimes F, Ar = 30, 20 ns
Branching fractions F, Ar = 0.8, 1.0
Quenching F, Ar, metastable = 1.0e-15, 5.0e-16, 2.0e-16 m^3/s
Electron loss upper, metastable = 1.0e-12, 2.0e-13 m^3/s
Metastable wall loss = 1000 s^-1
k_F = 1.67e-17 m^3/s
k_Ar = 1.288e-17 m^3/s
k_F/k_Ar = 1.297
Survival Q_F, Q_Ar = 0.98367, 0.99440
K = 1.026
delta_F = 0.1511
delta_Ar = 0.001288
Line ratio R from kinetics = 2.359
True n_F/n_Ar = 2
Apparent ratio R/K = 2.299
Apparent F density n_Ar R/K = 6.245e+19 m^-3
Log slope of R against n_F = 0.8687
delta_F at 1% F and 90% molecules = 1.7
delta_Ar without molecular quenching = 0.03789
delta_Ar, n_e = 1e18 m^-3, with molecules = 0.03944
Metastable/ground density = 2.788e-06
K at Te = 2 eV = 0.8263
K at Te = 3 eV = 1.026
K at Te = 4 eV = 1.144
K at Te = 6 eV = 1.274
K(4 eV)/K(3 eV) = 1.114
Te sensitivity dlnK/dlnTe, plateau model = 0.4333
Same sensitivity, peaked cross sections = 0.7723
Linear estimate of Te rise for 5% K change = 0.3462 eV
Actual K change for that rise = 4.585 %
Druyvesteyn k_F/k_Ar, same mean energy = 0.6364
Druyvesteyn local tail temperature = 1.371 eV
Local-temperature upper bound = 0.7748
Q_F/Q_Ar at 30 Pa = 0.9065
Q_F/Q_Ar at 300 Pa = 0.5869
RF-averaged k_F/k_Ar, Te = 3 +/- 0.6 eV, 13.56 MHz = 1.337
Cascade test: apparent k_F/direct k_F = 1.196
Slab: emission-weighted density ratio = 1.886
Slab: unweighted density ratio = 1.8
```
